# Image screening of a core hole in silica near silicon: verification in Python

```python
"""
Result under test: a unit core hole in silica (permittivity EPS_OX), at
distance d from silicon (permittivity EPS_SI), has the image energy
    W = -(K / (4 EPS_OX d)) (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX),
K = e^2/(4 pi eps0), relative to a hole in unbounded silica.
The binding-energy lowering is -W. Lengths are in nm, energies in eV.
Independent road: field energy of a finite-element Poisson solution for
each in-plane wavevector Q, minus that of uniform silica.
Further parts size the vacuum surface, the short-range response of silicon
and mobile carriers. A film has thickness t; the vacuum is t - d away.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9  # nm
EPS_OX, EPS_SI, EPS_OX_STATIC = 2.1, 11.7, 3.9
DISTANCE = 0.5          # nm
TEMPERATURE = 300.0     # K
LATTICE_SI = 0.543      # nm, rough cubic lattice constant


def image_energy(d, eps_ox=EPS_OX, eps_si=EPS_SI):
    return -K / (4 * eps_ox * d) * (eps_si - eps_ox) / (eps_si + eps_ox)


def film_series(d, t):
    """Sum over repeated images for silicon / silica film / vacuum."""
    a = (EPS_OX - EPS_SI) / (EPS_OX + EPS_SI)
    b = (EPS_OX - 1) / (EPS_OX + 1)
    s = t - d
    total = 0.0
    for n in range(60):
        total += (a * b)**n * (a / (d + n * t) + b / (s + n * t)
                               + 2 * a * b / ((n + 1) * t))
    return K * total / (4 * EPS_OX)


def spectral_energy(d, inverse_surface_eps, t=None):
    """Image energy for a silicon surface permittivity that depends on Q."""
    def integrand(q):
        g = inverse_surface_eps(q)
        a = (EPS_OX * g - 1) / (EPS_OX * g + 1)
        if t is None:
            return a * np.exp(-2 * q * d)
        b = (EPS_OX - 1) / (EPS_OX + 1)
        cross = a * b * np.exp(-2 * q * t)
        return (a * np.exp(-2 * q * d) + b * np.exp(-2 * q * (t - d))
                + 2 * cross) / (1 - cross)
    edges = [0, 1e-3, 1e-2, 0.1, 1, 10, 80]
    total = sum(quad(integrand, lo, hi, epsabs=1e-12, limit=200)[0]
                for lo, hi in zip(edges[:-1], edges[1:]))
    return K * total / (2 * EPS_OX)


def field_energy(q, eps, kappa2, h, source):
    """Energy of a unit source at one Q; fields outside the grid decay."""
    wave2 = q**2 + kappa2
    n = len(eps) + 1
    diagonal = np.zeros(n)
    element = eps * (1 / h + wave2 * h / 3)
    diagonal[:-1] += element
    diagonal[1:] += element
    left = eps[0] * np.sqrt(wave2[0])
    right = eps[-1] * np.sqrt(wave2[-1])
    diagonal[0] += left
    diagonal[-1] += right
    off = eps * (-1 / h + wave2 * h / 6)
    band = np.zeros((3, n))
    band[0, 1:], band[1], band[2, :-1] = off, diagonal, off
    rhs = np.zeros(n)
    rhs[source] = 4 * np.pi
    phi = solve_banded((1, 1), band, rhs)
    p0, p1 = phi[:-1], phi[1:]
    density = eps * ((p1 - p0)**2 / h
                     + wave2 * h * (p0**2 + p0 * p1 + p1**2) / 3)
    outside = left * phi[0]**2 + right * phi[-1]**2
    return (density.sum() + outside) / (8 * np.pi)


def poisson_energy(d, t, eps_outer, kappa_si=0.0):
    """Field energy of the layered system minus that of uniform silica."""
    h, margin = 0.002, 0.2
    count = int(round((t + 2 * margin) / h))
    middle = -margin + (np.arange(count) + 0.5) * h
    eps = np.where(middle < 0, EPS_SI,
                   np.where(middle < t, EPS_OX, eps_outer))
    kappa2 = np.where(middle < 0, kappa_si**2, 0.0)
    uniform, zero = np.full(count, EPS_OX), np.zeros(count)
    source = int(round((d + margin) / h))
    x, w = np.polynomial.legendre.leggauss(30)
    total = 0.0
    for lo, hi in ((0.0, 1.0), (1.0, 30.0)):
        for xi, wi in zip(x, w):
            q = lo + (hi - lo) * (xi + 1) / 2
            change = (field_energy(q, eps, kappa2, h, source)
                      - field_energy(q, uniform, zero, h, source))
            total += wi * (hi - lo) / 2 * q * change / (2 * np.pi)
    return K * total


# Main estimate against the field energy, also at a second distance.
main = image_energy(DISTANCE)
numerical = poisson_energy(DISTANCE, 1.0, EPS_OX)
assert abs(numerical / main - 1) < 1e-3
assert abs(poisson_energy(0.8, 1.0, EPS_OX) / image_energy(0.8) - 1) < 1e-3
assert abs(-main - 0.24) < 0.005

# Induced sheet: its density follows from continuity of eps times E_normal.
contrast = (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX)


def sheet_density(rho):
    normal_field = DISTANCE / (EPS_OX * (rho**2 + DISTANCE**2)**1.5)
    return -contrast * normal_field / (2 * np.pi)


sheet_charge = quad(lambda r: 2 * np.pi * r * sheet_density(r), 0, np.inf)[0]
sheet_potential = K * quad(lambda r: 2 * np.pi * r * sheet_density(r)
                           / np.hypot(r, DISTANCE), 0, np.inf)[0]
assert abs(sheet_charge + contrast / EPS_OX) < 1e-6
assert abs(sheet_potential / 2 - numerical) < 1e-3 * abs(numerical)

# Vacuum surface: repeated images against the field energy.
thicknesses = (1.0, 2.0, 4.0)
films = [film_series(DISTANCE, t) for t in thicknesses]
for t, value in zip(thicknesses, films):
    assert abs(poisson_energy(DISTANCE, t, 1.0) / value - 1) < 1e-3
assert main < films[0] < 0
vacuum_image = K * (EPS_OX - 1) / (EPS_OX + 1) / (4 * EPS_OX * DISTANCE)

# Short-range response of silicon: dielectric interpolation in k.
valence_density = 32 / LATTICE_SI**3
fermi_k = (3 * np.pi**2 * valence_density)**(1 / 3)
tf_k = np.sqrt(4 * fermi_k / (np.pi * BOHR))
kappa = tf_k * np.sqrt(EPS_SI / (EPS_SI - 1))


def eps_bulk(k):
    return 1 + 1 / (1 / (EPS_SI - 1) + (k / tf_k)**2)


def inverse_short_range(q):
    return 1 / EPS_SI + (1 - 1 / EPS_SI) * q / np.sqrt(q**2 + kappa**2)


def inverse_from_definition(q, eps_of_k):
    # p = q tan(angle) maps the infinite integral to a finite one
    return 2 / np.pi * quad(lambda angle: 1 / eps_of_k(q / np.cos(angle)),
                            0, np.pi / 2, limit=200)[0]


for q in (0.2, 1.0, 10.0):
    direct = inverse_from_definition(q, eps_bulk)
    assert abs(direct / inverse_short_range(q) - 1) < 1e-6
short_range = spectral_energy(DISTANCE, inverse_short_range)
combined = spectral_energy(DISTANCE, inverse_short_range, 1.0)
far = spectral_energy(20.0, inverse_short_range) / image_energy(20.0)
assert abs(far - 1) < 0.01          # local result returns far away
assert main < short_range < 0       # weaker screening close by
assert abs(spectral_energy(DISTANCE, lambda q: 1 / EPS_SI, 1.0)
           - films[0]) < 1e-6


# Mobile carriers in silicon, allowed to respond fully.
def debye_length(density_cm3):
    return 1e9 * np.sqrt(EPS_SI * const.epsilon_0 * const.k * TEMPERATURE
                         / (const.e**2 * density_cm3 * 1e6))


def carrier_energy(density_cm3):
    kd = 1 / debye_length(density_cm3)
    return spectral_energy(
        DISTANCE, lambda q: q / (EPS_SI * np.sqrt(q**2 + kd**2)))


dopings = (1e15, 1e18)
carriers = [carrier_energy(n) for n in dopings]
kd_high = 1 / debye_length(dopings[1])
carrier_check = poisson_energy(DISTANCE, 1.0, EPS_OX, kd_high)
assert abs(carrier_check / carriers[1] - 1) < 1e-3
direct = inverse_from_definition(
    0.3, lambda k: EPS_SI * (1 + (kd_high / k)**2))
assert abs(direct * EPS_SI * np.sqrt(0.3**2 + kd_high**2) / 0.3 - 1) < 1e-6
metal = -K / (4 * EPS_OX * DISTANCE)
assert metal < carriers[1] < carriers[0] < main

print(f"silica permittivity, electronic: {EPS_OX:.1f}")
print(f"silicon permittivity: {EPS_SI:.1f}")
print(f"hole to silicon distance: {DISTANCE:.1f} nm = {10*DISTANCE:.1f} A")
print(f"e^2/(4 pi eps0): {K:.4f} eV nm")
print(f"e^2/(4 pi eps0 4d): {K/(4*DISTANCE):.4f} eV")
print(f"contrast (e2-e1)/(e2+e1): {contrast:.4f}")
print(f"dielectric factor contrast/e1: {contrast/EPS_OX:.4f}")
print(f"induced sheet charge: {sheet_charge:.4f} e")
print(f"sheet potential at hole: {sheet_potential:.4f} V")
print(f"image energy W, formula: {main:.4f} eV")
print(f"image energy W, field energy: {numerical:.4f} eV")
print(f"binding-energy lowering: {-main:.2f} eV")
for d in (0.4, 0.6):
    print(f"lowering at d = {d:.1f} nm: {-image_energy(d):.3f} eV")
print(f"static silica permittivity: {EPS_OX_STATIC:.1f}")
static = image_energy(DISTANCE, EPS_OX_STATIC)
print(f"lowering with static silica value: {-static:.3f} eV")
print(f"lowering, perfect metal substrate: {-metal:.3f} eV")
print(f"direct vacuum image at 0.5 nm: {vacuum_image:+.3f} eV")
for t, value in zip(thicknesses, films):
    print(f"lowering, {t:.0f} nm film with vacuum: {-value:.3f} eV")
    print(f"  change of W due to vacuum: {value-main:+.3f} eV")
print(f"silicon lattice constant, rough: {LATTICE_SI:.3f} nm")
print(f"silicon valence density: {valence_density:.0f} per nm^3")
print(f"Thomas-Fermi wavevector: {tf_k:.1f} per nm")
print(f"kappa of surface response: {kappa:.1f} per nm")
q_typical = 1 / (2 * DISTANCE)
print(f"typical Q = 1/(2d): {q_typical:.1f} per nm")
print(f"surface permittivity there: {1/inverse_short_range(q_typical):.2f}")
print(f"lowering, short-range response: {-short_range:.3f} eV")
print(f"lowering, 1 nm film and short-range: {-combined:.3f} eV")
print(f"temperature: {TEMPERATURE:.0f} K")
for n, value in zip(dopings, carriers):
    print(f"Debye length at {n:.0e} cm^-3: {debye_length(n):.1f} nm")
    print(f"  extra lowering by carriers: {main-value:.4f} eV")
print("done: every assertion held")
```

It prints:

```
silica permittivity, electronic: 2.1
silicon permittivity: 11.7
hole to silicon distance: 0.5 nm = 5.0 A
e^2/(4 pi eps0): 1.4400 eV nm
e^2/(4 pi eps0 4d): 0.7200 eV
contrast (e2-e1)/(e2+e1): 0.6957
dielectric factor contrast/e1: 0.3313
induced sheet charge: -0.3313 e
sheet potential at hole: -0.4770 V
image energy W, formula: -0.2385 eV
image energy W, field energy: -0.2385 eV
binding-energy lowering: 0.24 eV
lowering at d = 0.4 nm: 0.298 eV
lowering at d = 0.6 nm: 0.199 eV
static silica permittivity: 3.9
lowering with static silica value: 0.092 eV
lowering, perfect metal substrate: 0.343 eV
direct vacuum image at 0.5 nm: +0.122 eV
lowering, 1 nm film with vacuum: 0.184 eV
  change of W due to vacuum: +0.054 eV
lowering, 2 nm film with vacuum: 0.229 eV
  change of W due to vacuum: +0.009 eV
lowering, 4 nm film with vacuum: 0.236 eV
  change of W due to vacuum: +0.003 eV
silicon lattice constant, rough: 0.543 nm
silicon valence density: 200 per nm^3
Thomas-Fermi wavevector: 20.9 per nm
kappa of surface response: 21.8 per nm
typical Q = 1/(2d): 1.0 per nm
surface permittivity there: 7.85
lowering, short-range response: 0.201 eV
lowering, 1 nm film and short-range: 0.141 eV
temperature: 300 K
Debye length at 1e+15 cm^-3: 129.3 nm
  extra lowering by carriers: 0.0007 eV
Debye length at 1e+18 cm^-3: 4.1 nm
  extra lowering by carriers: 0.0173 eV
done: every assertion held
```
